# Why Fermi-contact couplings diverge near a triplet instability

**Question.** When the bond of HD is stretched, the Fermi-contact coupling between proton and deuteron computed by Hartree-Fock or hybrid-functional response grows without limit at a finite distance and then changes sign. What causes this, does Tamm-Dancoff response cure it, and how much of the growth is real?

**Answer.**

## The mechanism

The magnetic moment of the deuteron acts on the electron spin at its own position. It draws one spin toward D and the other toward H, and the proton feels the spin density that results. In a mean-field description, exchange makes this polarization reinforce itself. The coupling therefore depends on how stiffly the closed shell resists spin polarization. At a triplet instability one stiffness vanishes, and a finite contact field produces an unbounded linear response.

To make this quantitative, take clamped nuclei, real orbitals, a closed shell and atomic units. The contact energy is $-\tfrac{2\mu_0}{3}\boldsymbol\mu_e\cdot\boldsymbol\mu_K\,\delta(\mathbf r-\mathbf R_K)$. With $\boldsymbol\mu_e=-g_e\mu_B\mathbf s$, $\boldsymbol\mu_K=\gamma_K\mathbf I_K$, $\mu_0=4\pi\alpha^2$ and $\mu_B=\tfrac12$, its $z$ part is

$$H'=\sum_K c_K I_{Kz}\sum_j\delta(\mathbf r_j-\mathbf R_K)\,s_{zj},\qquad c_K=\frac{4\pi\alpha^2}{3}g_e\gamma_K .$$

The coupling energy is $hJ\,\mathbf I_H\cdot\mathbf I_D$, so $hJ=\partial^2E/\partial I_{Hz}\partial I_{Dz}$. Spin-dipolar, orbital, vibrational and relativistic contributions are left out.

## The stiffness is the triplet matrix A+B

HD has one occupied orbital $\phi_i$. Let the virtual orbitals be $\phi_a$, and polarize the determinant by

$$\phi_\pm=\sqrt{1-x^Tx}\;\phi_i\pm\chi,\qquad \chi=\sum_a x_a\phi_a,$$

with the upper sign for spin up. To second order in $x$ the energy changes as follows.

- **Orbital energies.** Each spin loses weight $x^Tx$ in $\phi_i$ and gains it in $\chi$. The two spins together cost $2\sum_a x_a^2(\varepsilon_a-\varepsilon_i)$.
- **Coulomb energy.** The first-order density changes are $\pm2\phi_i\chi$. They cancel in the total density, so there is no Coulomb term.
- **Exact exchange, fraction $c_x$.** For each spin this energy is $-\tfrac{c_x}{2}\iint|\gamma|^2/r_{12}$. The first-order change $\chi(1)\phi_i(2)+\phi_i(1)\chi(2)$, when squared, gives $-c_x[(ii|\chi\chi)+(i\chi|i\chi)]$. Two spins double this.
- **Semilocal exchange-correlation.** Let $f_{\sigma\sigma'}$ be the second functional derivative of this part. Then $\tfrac12\sum_{\sigma\sigma'}\iint f_{\sigma\sigma'}\delta\rho_\sigma\delta\rho_{\sigma'}=4x^TKx$, with $K_{ab}=\iint\phi_i\phi_a(f_{\uparrow\uparrow}-f_{\uparrow\downarrow})\phi_i\phi_b$.

The field enters through $h_a=\sum_K c_KI_{Kz}d_{K,a}$, where $d_{K,a}=\phi_i(\mathbf R_K)\phi_a(\mathbf R_K)$. Spin up contributes $\tfrac12\cdot2x^Th$. Spin down has both the field and the rotation reversed, and contributes the same. Altogether

$$E_2=2x^Th+2x^TMx,$$
$$M_{ab}=(\varepsilon_a-\varepsilon_i)\delta_{ab}+2K_{ab}-c_x\big[(ii|ab)+(ia|ib)\big].$$

In time-dependent response, the excitation amplitudes $X$ and de-excitation amplitudes $Y$ are separate. The semilocal kernel sees only the density, to which both contribute alike. Exchange distinguishes them, so $M=A+B$ with

$$A_{ab}=(\varepsilon_a-\varepsilon_i)\delta_{ab}+K_{ab}-c_x(ii|ab),\qquad B_{ab}=K_{ab}-c_x(ia|ib).$$

The static equations are $AX+BY=-h/2$ and $BX+AY=-h/2$. Their difference is $(A-B)(X-Y)=0$, so $X=Y=x$ if $A-B$ is nonsingular. What remains is $(A+B)x=-h/2$. This is also the stationarity condition $2h+4Mx=0$ of $E_2$. Substitution gives

$$E_2=-h^TM^{-1}h+\tfrac12h^TM^{-1}h=-\tfrac12h^T(A+B)^{-1}h .$$

The two equal H–D cross terms cancel the factor one half:

$$\boxed{\,hJ=-c_Hc_D\,d_H^T(A+B)^{-1}d_D\,}$$

## Why an eigenvalue near zero becomes a pole

Let $v_n$ and $\lambda_n$ be the eigenvectors and eigenvalues of $A+B$. Then

$$J=-\frac{c_Hc_D}{h}\sum_n\frac{(v_n\cdot d_H)(v_n\cdot d_D)}{\lambda_n}.$$

A vanishing $\lambda_0$ produces a pole only if its mode has contact amplitude at both nuclei. In HD the soft mode is $\sigma_g\to\sigma_u$. The electronic problem is symmetric between the nuclei and this mode is odd, so the amplitudes are equal and opposite. The residue

$$r=-\frac{c_Hc_D}{h}(v_0\cdot d_H)(v_0\cdot d_D)$$

is positive. If $\lambda_0$ crosses zero linearly at $R_c$, then near the pole

$$J\simeq\frac{r}{|\lambda_0'|(R_c-R)}+\text{smooth part}.$$

The coupling rises to $+\infty$ from the short side and returns from $-\infty$ on the long side.

The triplet excitation energy $\omega$ softens at the same point. Without a field, $AX+BY=\omega X$ and $BX+AY=-\omega Y$. Adding and subtracting gives $(A+B)(X+Y)=\omega(X-Y)$ and $(A-B)(X-Y)=\omega(X+Y)$. Eliminating $X-Y$ yields $(A+B)z=\omega^2(A-B)^{-1}z$ with $z=X+Y$. Projecting on $v_0$ and setting $z\simeq v_0$ near the pole,

$$\omega^2\simeq\frac{\lambda_0}{v_0^T(A-B)^{-1}v_0}.$$

For positive definite $A-B$, $\omega$ is imaginary beyond $R_c$. There $E_2$ without a field is negative along $v_0$: the restricted determinant is a saddle, and a spin-polarized one lies lower. The formula still returns a number, but not a ground-state coupling.

## What Tamm-Dancoff response changes

Setting $B=0$ replaces $A+B$ by $A$ in the boxed formula. In Hartree-Fock, $x^TBx=-(i\chi|i\chi)\le0$, because $(i\chi|i\chi)$ is the electrostatic self-energy of a charge distribution. Hence $\lambda_{\min}(A)\ge\lambda_{\min}(A+B)$, and on stretching $A$ cannot become singular first. It can still become singular. The Hartree-Fock $A$ is the Hamiltonian among triplet determinants that keep $\phi_i$ occupied, minus the restricted energy. Its lowest eigenvalue vanishes where the lowest such triplet meets the restricted singlet.

A two-orbital model shows the delay. Let $a,b$ be orthonormal atomic orbitals with hopping $-t$, and $\sigma_{g,u}=(a\pm b)/\sqrt2$. Keep $U=(aa|aa)$ and $V=(aa|bb)$, and neglect the overlap distribution $ab$. Then

$$(gg|gg)=(gg|uu)=\tfrac12(U+V),\qquad (gu|gu)=\tfrac12(U-V),$$
$$\varepsilon_u-\varepsilon_g=2t+2(gg|uu)-(gu|gu)-(gg|gg)=2t+V .$$

Subtracting the exchange integrals gives, for Hartree-Fock,

$$A=2t-\tfrac12(U-V),\qquad A+B=2t-(U-V).$$

The full response fails when $2t$ has fallen to $U-V$, Tamm-Dancoff response when it has fallen to half of that.

In the same model the exact triplet has energy $V$ relative to the site energies. The covalent singlet at $V$ mixes with the ionic singlet at $U$ through a matrix element $-2t$. The lower root gives

$$E_T-E_S=\tfrac12\left[\sqrt{(U-V)^2+16t^2}-(U-V)\right]>0\quad(t\ne0).$$

The gap closes gradually, as $4t^2/(U-V)$ for small $t$, without crossing zero at finite hopping. The pole comes from describing a two-configuration singlet by one closed-shell determinant.

## The genuine growth at long range

Far apart, the singlet is $(|a_\uparrow b_\downarrow\rangle-|a_\downarrow b_\uparrow\rangle)/\sqrt2$, and the triplet has a plus sign. Let $\rho$ be the atomic contact density. The operator $\sum_j\delta(\mathbf r_j-\mathbf R_K)s_{zj}$ turns singlet into triplet with amplitude $+\rho/2$ at H and $-\rho/2$ at D. The cross term of second-order perturbation theory is

$$hJ\simeq-2c_Hc_D\frac{(\rho/2)(-\rho/2)}{E_T-E_S}=\frac{2c_Hc_D(\rho/2)^2}{E_T-E_S}.$$

A correct $J$ therefore also rises steeply. This expansion in turn fails once the gap is as small as the hyperfine energies.

In the two-orbital model, Tamm-Dancoff response misses part of the numerator too. There $\sigma_g\sigma_u=(a^2-b^2)/2$, so the soft-mode amplitudes tend to $\pm\rho/2$ at the nuclei, giving $c_Hc_D(\rho/2)^2/\lambda_{\min}(A)$: half the correct numerator, because the closed-shell determinant is only half covalent. In a larger basis the stretched restricted orbital is not built from the free-atom orbital, and the factor need not be exactly one half.

## The numbers for HD

The basis has 32 even-tempered $s$ and $p$ functions, including tight $s$ functions. Its hydrogen contact density is 1.5% below the exact nonrelativistic value. Full CI serves as the reference. It is exact only within this basis and is not experiment. The contact density enters $J$ roughly squared, so the couplings are not converged to the digits shown: a 62-function $s,p,d$ basis with tighter $s$ functions raises every entry at 0.74 Å by 2–3% (full CI from 39.0 to 39.9 Hz, HF from 51.7 to 53.0 Hz, PBE0 from 43.0 to 44.1 Hz). The couplings in Hz are:

| $R$ (Å) | HF | HF-TDA | PBE0 | PBE0-TDA | Full CI |
|---|---|---|---|---|---|
| 0.74 | 51.7 | 30.8 | 43.0 | 30.3 | 39.0 |
| 1.00 | 137.5 | 50.1 | 79.4 | 46.7 | 66.3 |
| 1.40 | −181.6 | 128.5 | 470.7 | 92.1 | 147.8 |
| 1.80 | −66.9 | −497.5 | −194.8 | 318.5 | 399.3 |
| 2.20 | −48.1 | −110.2 | −104.8 | −519.5 | 1232.3 |

At 1.00 Å the Hartree-Fock soft mode has $\lambda_0=0.1051$ hartree and contact amplitudes $\pm0.1777$ bohr$^{-3}$. With $c_Hc_D/h=466.14$ Hz per atomic unit of response, it contributes

$$\frac{466.14\times(0.1777)^2}{0.1051}\ \text{Hz}\approx140\ \text{Hz}.$$

All other modes add −2.4 Hz. For PBE0, the amplitude 0.1696 and eigenvalue 0.1752 give 76.5 Hz, and the rest adds 2.9 Hz. The amplitudes are similar, so most of the difference comes from the denominator. An independent test placed a contact field on D in an unrestricted calculation and read the spin density at H. It gave 137.58 Hz for Hartree-Fock and 79.44 Hz for PBE0, against 137.54 and 79.41 Hz from the response formula.

The poles lie at these distances:

| Method | $A+B$ (Å) | $A$, Tamm-Dancoff (Å) |
|---|---|---|
| HF | 1.216 | 1.708 |
| PBE0 | 1.501 | 2.025 |

A basis with more $p$ functions and a $d$ shell moves these distances by up to 0.002 Å. The later PBE0 poles are a computed result for this functional. Changing the exchange fraction alters the orbital gaps as well as the kernel, so the comparison alone does not establish a general rule.

Unrestricted calculations started from a polarized guess confirm the instability. At 0.08 Å before each $A+B$ pole they return to the restricted energy. At 0.08 Å beyond it they lie lower by 1.89 millihartree in Hartree-Fock and 1.15 millihartree in PBE0.

For the Hartree-Fock pole, $r=13.56$ Hz hartree and $|\lambda_0'|=0.4283$ hartree/Å. At 0.01 Å from the pole the law predicts a singular part of

$$\frac{13.56}{0.4283\times0.01}\ \text{Hz}\approx3166\ \text{Hz}.$$

The computed couplings are 3159 Hz before and −3173 Hz after. Half their difference, which removes a constant background, is also 3166 Hz. Across the same interval $\omega^2$ passes from $1.21\times10^{-3}$ to $-1.17\times10^{-3}$ hartree².

Trouble begins before the pole. At 1.40 Å the PBE0 eigenvalue is still positive, 0.0270 hartree, yet its coupling is 3.2 times the full-CI value. Tamm-Dancoff Hartree-Fock is only 13% below full CI there, but at 1.80 Å it has the wrong sign. A finite, plausible value is thus no evidence that the response is sound. The lowest eigenvalue of the inverted matrix shows how close a pole is, but a reasonable eigenvalue does not guarantee a good coupling. At 1.40 Å the PBE0 $A$ has 0.1199 hartree, 4% below the full-CI gap of 0.1254, yet PBE0-TDA is 38% low. The Hartree-Fock $A$ is still positive there (0.0790) while $A+B$ is already negative (−0.0709), so the stability of the reference must be judged from $A+B$ even when only $A$ is inverted.

Full CI stays positive at every distance computed. At 3.00 Å its gap is $1.645\times10^{-3}$ hartree and its coupling 13,848 Hz, 0.5% below the 13,915 Hz of the long-range law evaluated with the contact density of this basis, 0.3134 bohr$^{-3}$. The steep growth is real; the pole at finite distance and the sign change belong to the approximate response. The numerical output below gives the eigenvalues at each distance.

## Computed results

```
basis functions in HD: 32
s exponents: 0.08 to 1574.6 bohr^-2, ratio 3
p exponents: 0.3, 1.2 bohr^-2
PBE0 exchange fraction: 0.25
gamma_H = 1.52103e-03, gamma_D = 2.33488e-04 a.u.
c_H = 6.7935e-07, c_D = 1.0428e-07 a.u.
prefactor c_H c_D / h = 466.14 Hz per a.u. of response
H atom contact density: 0.31342 bohr^-3 (exact 0.31831)
J in Hz: R/angstrom, HF, HF-TDA, PBE0, PBE0-TDA, full CI
  0.74      51.7      30.8      43.0      30.3      39.0
  1.00     137.5      50.1      79.4      46.7      66.3
  1.40    -181.6     128.5     470.7      92.1     147.8
  1.80     -66.9    -497.5    -194.8     318.5     399.3
  2.20     -48.1    -110.2    -104.8    -519.5    1232.3
lowest eigenvalues in hartree: R/angstrom, HF A+B, HF A,
  PBE0 A+B, PBE0 A, full-CI singlet-triplet gap
  0.74    0.2683    0.3679    0.3097    0.3745    0.3898
  1.00    0.1051    0.2327    0.1752    0.2582    0.2638
  1.40   -0.0709    0.0790    0.0270    0.1199    0.1254
  1.80   -0.1810   -0.0186   -0.0627    0.0329    0.0507
  2.20   -0.2533   -0.0808   -0.1173   -0.0199    0.0177
HF at 1.00 angstrom: finite-field J = 137.58 Hz, response J = 137.54 Hz
  soft-mode amplitudes at H, D: 0.1777, -0.1777 bohr^-3
  soft-mode part 140.0 Hz, all other modes -2.4 Hz
  soft-mode expectation of B: -0.1363 hartree
PBE0 at 1.00 angstrom: finite-field J = 79.44 Hz, response J = 79.41 Hz
  soft-mode amplitudes at H, D: 0.1696, -0.1696 bohr^-3
  soft-mode part 76.5 Hz, all other modes 2.9 Hz
  soft-mode expectation of B: -0.0886 hartree
HF pole: A+B at 1.216, TDA at 1.708 angstrom
  E(unrestricted)-E(restricted), 0.08 angstrom before and after:
  1.8e-12 and -1.89e-03 hartree
PBE0 pole: A+B at 1.501, TDA at 2.025 angstrom
  E(unrestricted)-E(restricted), 0.08 angstrom before and after:
  1.8e-12 and -1.15e-03 hartree
HF slope of eigenvalue at pole: -0.4283 hartree/angstrom
HF residue r: 13.560 Hz hartree
HF J 0.01 angstrom before, after pole: 3159, -3173 Hz
  half difference 3166 Hz, pole law 3166 Hz
HF omega^2 before, after: 1.209e-03, -1.169e-03 hartree^2
  soft-mode formula before: 1.210e-03 hartree^2
full CI at 3.00 angstrom: gap 1.645e-03 hartree
  J = 13848 Hz, long-range law 13915 Hz
```
